# Strain Gauge Field in Graphene and the Uniform Triaxial Pseudomagnetic Field

Stretch a graphene sheet in its own plane. No magnetic field is applied, yet the electrons near the Fermi level can arrange themselves into Landau levels. The stretch changes bond lengths, and through them the hopping amplitudes, which remain real numbers. How can real hoppings imitate a vector potential, and which deformation imitates a uniform field?

## 1. The unstrained lattice

Let $a$ be the bond length and $x$ the direction of a zigzag row. The bonds from an A site to its B neighbours are

$$\boldsymbol\delta_1=a(0,1),\qquad \boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

Nearest-neighbour hopping has matrix element $-t_n$, so the Bloch Hamiltonian has zero diagonal and

$$H_{AB}(\mathbf k)=-\sum_n t_n e^{i\mathbf k\cdot\boldsymbol\delta_n}.$$

The valleys are $\mathbf K_\xi=\xi(4\pi/(3\sqrt3a),0)$, with $\xi=\pm1$. There the three phases are $1,\omega,\bar\omega$ with $\omega=e^{2\pi i\xi/3}$, and

$$1+\omega+\bar\omega=0,\qquad \omega-\bar\omega=i\sqrt3\,\xi .$$

For equal hoppings the sum vanishes at $\mathbf K_\xi$. The next term in $\mathbf k=\mathbf K_\xi+\mathbf q$ needs

$$\sum_n e^{i\mathbf K_\xi\cdot\boldsymbol\delta_n}\boldsymbol\delta_n
=a\left(\tfrac{\sqrt3}{2}(\omega-\bar\omega),\;1-\tfrac12(\omega+\bar\omega)\right)=\tfrac{3a}{2}(i\xi,1).$$

Multiplying by $-it\mathbf q$ gives

$$H_{AB}=\hbar v(\xi q_x-iq_y),\qquad \hbar v=\tfrac32ta .$$

## 2. Simplest strain: a stretch along x

Let the hopping depend on bond length $\ell$ as $t\,e^{-\beta(\ell/a-1)}$. For $e_{xx}=s$, bond 1 is unchanged. Bonds 2 and 3 lengthen to $a(1+3s/4)$ at first order, so their hopping is $t'\simeq t(1-3\beta s/4)$.

I label sites by their undeformed positions and call these material coordinates; $\mathbf k$ is conjugate to them. On the line $k_y=0$,

$$H_{AB}=-\left[t+2t'\cos(\sqrt3ak_x/2)\right],$$

which vanishes when

$$\cos(\sqrt3ak_x/2)=-\frac{t}{2t'}\simeq-\tfrac12\left(1+\tfrac34\beta s\right).$$

At $\mathbf K_+$ the argument is $2\pi/3$. A shift $q_x$ changes the cosine by $-(\sqrt3/2)(\sqrt3a/2)q_x=-3aq_x/4$. Equating this to $-3\beta s/8$ gives $q_x=\beta s/(2a)$. The cosine is even in $k_x$, so the other Dirac point moves by the opposite amount. The cones are displaced, as a constant vector potential would displace them, but oppositely in the two valleys.

For the model values $a=0.14$ nm, $\beta=3$ and $s=0.01$, the shift is $3(0.01)/0.28=0.107\ \mathrm{nm^{-1}}$. The full exponential hopping gives $0.109\ \mathrm{nm^{-1}}$, about 1.7% above the formula.

The same equation shows a limit of the picture. Once $t'<t/2$, the cosine would have to be below $-1$, and these Dirac points no longer exist.

## 3. General uniform strain

Let $\mathbf u$ be the displacement and $e_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$. Both sublattices are assumed to follow the same smooth $\mathbf u$. To first order,

$$\frac{\ell_n}{a}-1=\frac{\boldsymbol\delta_n\cdot e\cdot\boldsymbol\delta_n}{a^2},\qquad
\delta t_n=-\beta t\,\frac{\boldsymbol\delta_n\cdot e\cdot\boldsymbol\delta_n}{a^2}.$$

The antisymmetric part of $\partial_ju_i$ drops out of this quadratic form, because a small rotation does not change a length. The three relative elongations are

$$e_{yy},\qquad \tfrac34e_{xx}+\tfrac14e_{yy}\mp\tfrac{\sqrt3}{2}e_{xy},$$

with the upper sign for bond 2. Since $\delta H_{AB}=-\sum_n\delta t_n e^{i\mathbf K_\xi\cdot\boldsymbol\delta_n}$, two minus signs cancel and

$$\begin{aligned}
\delta H_{AB}&=\beta t\left[e_{yy}+(\omega+\bar\omega)\left(\tfrac34e_{xx}+\tfrac14e_{yy}\right)-\tfrac{\sqrt3}{2}(\omega-\bar\omega)e_{xy}\right]\\
&=-\tfrac34\beta t\left[(e_{xx}-e_{yy})+2i\xi e_{xy}\right].
\end{aligned}$$

I want this in the form $\hbar v(\xi\mathcal A_x-i\mathcal A_y)$, which is what $\mathbf q\to\mathbf q+\boldsymbol{\mathcal A}$ produces. The real and imaginary parts give

$$\xi\mathcal A_x=-\frac{3\beta t}{4\hbar v}(e_{xx}-e_{yy}),\qquad
\mathcal A_y=\frac{3\beta t}{4\hbar v}\,2\xi e_{xy}.$$

With $3\beta t/(4\hbar v)=\beta/(2a)$ and $\xi^2=1$,

$$\boxed{\boldsymbol{\mathcal A}=-\xi\frac{\beta}{2a}\left(e_{xx}-e_{yy},\,-2e_{xy}\right)}$$

For electrons of charge $-e$, momentum enters as $\mathbf p+e\mathbf A$, so $\mathbf A=(\hbar/e)\boldsymbol{\mathcal A}$. The overall sign depends on the axes and on this coupling. The opposite sign in the two valleys does not: real hoppings imply $H_{AB}(-\mathbf k)=H_{AB}(\mathbf k)^*$, so zeros occur at opposite momenta.

Two limits agree with expectation. The uniaxial case returns the shift $-\mathcal A_x=\xi\beta s/(2a)$. Isotropic strain, $e_{xx}=e_{yy}$ and $e_{xy}=0$, gives $\boldsymbol{\mathcal A}=0$, because equal hoppings leave the Dirac points at $\mathbf K_\xi$.

A numerical test used a general strain combined with a rotation. Halving the deformation reduced the error of the predicted Dirac point about fourfold in each valley, as it should for a first-order formula.

**Laboratory coordinates.** Let $G_{ij}=\partial_ju_i$. Actual bonds are $(1+G)\boldsymbol\delta_n$. Equal Bloch phases require $\mathbf k=(1+G^T)\mathbf k_{\rm lab}$, hence

$$\mathbf k_{\rm lab}\simeq\mathbf K_\xi-\boldsymbol{\mathcal A}-G^T\mathbf K_\xi .$$

The extra term has components $\partial_i(\mathbf K_\xi\cdot\mathbf u)$. It is a gradient: a phase change of the wave function removes it, and it produces no field. The fourfold error test also covers this laboratory formula.

**Internal relaxation.** If the B sublattice moves by an additional $\mathbf w$ relative to A, bond $n$ lengthens by $\boldsymbol\delta_n\cdot\mathbf w/a$. The first moment found in section 1 then gives

$$\delta H_{AB}=\frac{3\beta t}{2a}(w_y+i\xi w_x),\qquad \delta\boldsymbol{\mathcal A}=\frac{\xi\beta}{a^2}(w_y,-w_x).$$

The lattice symmetry allows $\mathbf w=\kappa a(2e_{xy},e_{xx}-e_{yy})$ at linear order, with one material constant $\kappa$. This multiplies $\boldsymbol{\mathcal A}$ by $1-2\kappa$. Below I set $\kappa=0$. In a real sheet $\kappa$ is not negligible: bonds resist stretching more than angles resist bending, so relaxation shortens the bond elongations and lowers the field. The fields and level energies below are those of the unrelaxed model.

## 4. Strain that varies in space

Write the amplitudes as $e^{i\mathbf K_\xi\cdot\mathbf r}F_{A,B}(\mathbf r)$, and evaluate each hopping at its bond midpoint:

$$(H_{AB}F_B)(\mathbf r)=-\sum_n e^{i\mathbf K_\xi\cdot\boldsymbol\delta_n}\,t_n\!\left(\mathbf r+\tfrac12\boldsymbol\delta_n\right)F_B(\mathbf r+\boldsymbol\delta_n).$$

Expanding for smooth $t_n=t+\delta t_n$ and smooth $F_B$ gives, inside the phase-weighted sum,

$$t\,\boldsymbol\delta_n\cdot\nabla F_B+\delta t_nF_B+\left[\delta t_n\,\boldsymbol\delta_n\cdot\nabla+\tfrac12(\boldsymbol\delta_n\cdot\nabla\delta t_n)\right]F_B+\cdots$$

The first two terms are the Dirac Hamiltonian with the local gauge field:

$$H_\xi=\hbar v(\xi\sigma_x\pi_x+\sigma_y\pi_y),\qquad \boldsymbol\pi=-i\nabla+\boldsymbol{\mathcal A}(\mathbf r).$$

The bracket is a position-dependent velocity with its symmetrizing derivative. Its first part is smaller than the kinetic term by $\beta e$. Its second is smaller than the gauge term by $a/L$, where $L$ is the length over which strain varies. Second derivatives of $F_B$ are smaller than first ones by $aq$. The description therefore requires $\beta e$, $a/L$ and $aq$ all small, with no scattering between valleys.

The field is set by

$$\mathcal B=\partial_x\mathcal A_y-\partial_y\mathcal A_x
=\xi\frac{\beta}{2a}\left[2\partial_xe_{xy}+\partial_y(e_{xx}-e_{yy})\right],\qquad B_s=\frac{\hbar}{e}\mathcal B.$$

Uniform strain gives none. A first non-trivial case is a prescribed bending in the plane, without the transverse contraction of an elastic strip, $\mathbf u=(xy,-x^2/2)/\rho$. Here $e_{xx}=y/\rho$ and the other components vanish, so $\mathcal B=\xi\beta/(2a\rho)$ is uniform. This deformation also changes the local area, however, and a real sheet may then acquire an electrostatic potential that the present model omits. It is useful to find a uniform field without dilatation.

## 5. Triaxial strain

Take

$$\mathbf u=c(2xy,\;x^2-y^2),$$

whose radial component is $u_r=c(3x^2y-y^3)/r=cr^2\sin3\theta$: three directions of outward pull alternate with three of inward push. Differentiation gives

$$e_{xx}=2cy,\qquad e_{yy}=-2cy,\qquad e_{xy}=\tfrac12(2cx+2cx)=2cx .$$

The dilatation $e_{xx}+e_{yy}$ vanishes, as does the rotation $\frac12(\partial_xu_y-\partial_yu_x)$. Hence

$$\boldsymbol{\mathcal A}=-\xi\frac{2\beta c}{a}(y,-x),\qquad
\mathcal B=\xi\frac{4\beta c}{a},\qquad
\boxed{B_s=\xi\frac{4\hbar\beta c}{ea}}$$

The strain grows linearly from the centre, the gauge field does likewise, and its curl is constant. The principal strains are $\pm2cr$, so one direction is compressed. The model assumes that the sheet stays flat, whereas a free sheet tends to buckle under compression.

**Turning the pattern.** Let $S=e_{xx}-e_{yy}+2ie_{xy}$ and $z=x+iy$. The pattern above has $S=4ic\bar z$. Turning it by $\varphi$ relative to the lattice multiplies $S$ by $e^{2i\varphi}$ and replaces $\bar z$ by $e^{i\varphi}\bar z$, so $S=4ic\,e^{3i\varphi}\bar z$.

The vector $(e_{xx}-e_{yy},-2e_{xy})$, written as a complex number, is $\bar S=-4ic\,e^{-3i\varphi}z$. A vector field $\alpha z$ has curl $2\,\mathrm{Im}\,\alpha$, here $-8c\cos3\varphi$. Multiplying by $-\xi\beta/(2a)$,

$$\mathcal B=\xi\frac{4\beta c}{a}\cos3\varphi .$$

At $\varphi=30^\circ$ the same mechanical pattern gives no field at this order. The angular law was tested in both valleys at $0^\circ$, $10^\circ$ and $30^\circ$, using Dirac points found from the full hoppings.

**Numbers.** For $c=0.001\ \mathrm{nm^{-1}}$,

$$|\mathcal B|=\frac{4(3)(0.001)}{0.14}=0.0857\ \mathrm{nm^{-2}},\qquad |B_s|=56.4\ \mathrm T .$$

The full hoppings give $\pm56.4$ T at the centre. On a circle of radius 10 nm, where the principal strain is $2cr=0.02$, the magnitude lies between 56.86 and 56.92 T at the sampled points, less than 1% above the centre.

Symmetry explains why the change is so small. Second-order strain terms in $\boldsymbol{\mathcal A}$ are quadratic in position, so they could add a linear function $\mathbf g\cdot\mathbf r$ to the field. Threefold symmetry about the centre requires $\mathbf g=0$. The first allowed variation is quadratic in $r$.

## 6. Landau levels, and a comparison with a real field

From $\boldsymbol\pi=-i\nabla+\boldsymbol{\mathcal A}$ follows $[\pi_x,\pi_y]=-i\mathcal B$. Take $c>0$.

- In valley $\xi=+1$, $H_{AB}=\hbar v(\pi_x-i\pi_y)$, and $[\pi_x-i\pi_y,\pi_x+i\pi_y]=2\mathcal B>0$.
- In valley $\xi=-1$, $H_{AB}=-\hbar v(\pi_x+i\pi_y)$, and $[\pi_x+i\pi_y,\pi_x-i\pi_y]=-2\mathcal B=2|\mathcal B|>0$.

In both cases $H_{AB}=\pm\hbar v\sqrt{2|\mathcal B|}\,\alpha$ with $[\alpha,\alpha^\dagger]=1$. On the B component, $H^2=2\hbar^2v^2|\mathcal B|\alpha^\dagger\alpha$, so

$$E_n=\pm\hbar v\sqrt{2n|\mathcal B|},\qquad n=0,1,2,\ldots$$

A zero mode has $\alpha F_B=0$ and $F_A=0$: both valleys place it on B. In a real magnetic field $\mathcal B$ has the same sign in both valleys. In one of them $H_{AB}$ then becomes a raising operator, and the zero mode moves to A. The opposite valley signs thus have a visible consequence on the sublattices.

With $t=3$ eV, $\hbar v=1.5(3)(0.14)=0.63$ eV nm, and

$$E_1=0.63\sqrt{2(0.0857)}=0.261\ \mathrm{eV}.$$

The magnetic length $|\mathcal B|^{-1/2}$ is 3.42 nm. I compared this with the local density of states at the centre of a disc of radius 18 nm, with displaced atoms and exponential hoppings, and with the same unstrained disc in a real field of equal strength. Peak energies, in eV, are:

| $n$ | formula | strain | real field |
|---|---|---|---|
| 1 | 0.261 | 0.261 | 0.261 |
| 2 | 0.369 | 0.370 | 0.369 |
| 3 | 0.452 | 0.457 | 0.457 |

The peaks were tested to lie within 2% of the formula. The third is about 1% high in both discs, so strain is not needed to produce that offset. It is also smaller than the energy resolution, 9.5 meV. The edge of the disc is the likely cause: a semiclassical orbit of level $n$ has radius $\sqrt{2n}\,|\mathcal B|^{-1/2}$, so for $n=3$ an orbit through the centre extends 16.7 nm from it, almost to the edge at 18 nm.

At zero energy, the computed ratio of the density on A to that on B is about $10^{-6}$ under strain, a remainder set mainly by the finite energy resolution and in smaller part by the finite size of the disc, and 1.00 in the real field. The strained B density is 2.00 times its real-field value: two valleys contribute instead of one.

## 7. A lattice case that can be solved completely

The continuum levels can be checked without a gradient expansion if the hopping is made linear in the displacement difference. Because $\mathbf u$ is quadratic, that difference across a bond equals $G\boldsymbol\delta_n$ at the midpoint $\mathbf R$. Inserting the three elongations of section 3,

$$t_n=t\left(1+\frac{2\beta c}{a}\boldsymbol\delta_n\cdot\mathbf R\right).$$

Each $t_n$ vanishes on a line of its own, and the three lines bound a triangle of inradius $1/(2\beta c)$. Choose $\beta ca=1/(M+1)$, with $M$ a multiple of 3 and a B site at the origin. Define

$$\tau=3\beta cta=\frac{3t}{M+1},\qquad m_n=\frac M3+\frac{2\boldsymbol\delta_n\cdot\mathbf r_B}{3a^2}.$$

The $m_n$ are integers on B sites, since a step $\boldsymbol\delta_i-\boldsymbol\delta_j$ raises $m_i$ by one and lowers $m_j$ by one. Their sum is $M$. For the bond ending at $\mathbf r_B$, $\mathbf R=\mathbf r_B-\boldsymbol\delta_n/2$, and therefore

$$t_n=\tau\left[\frac{M+1}{3}-\frac13+\frac{2\boldsymbol\delta_n\cdot\mathbf r_B}{3a^2}\right]=\tau m_n .$$

Bonds with $m_n=0$ are cut, so the sites with non-negative labels form a closed system. Moving to A lowers $m_n$ by one. Thus $H_{AB}=-\tau K_-$ and $H_{BA}=-\tau K_+$, where

$$K_-|\mathbf m\rangle=\sum_nm_n|\mathbf m-\mathbf e_n\rangle,\qquad
K_+|\mathbf m\rangle=\sum_n(m_n+1)|\mathbf m+\mathbf e_n\rangle .$$

Here $\mathbf e_n$ is the unit label vector. For each direction the commutator is $(m_n+1)^2-m_n^2=2m_n+1$; different directions commute. On states with label sum $N$,

$$[K_-,K_+]=2N+3 .$$

Let $\chi$ have label sum $j$ and satisfy $K_-\chi=0$. Moving $K_-$ through $n$ raising operators gives

$$K_-K_+^n\chi=\sum_{p=0}^{n-1}(2j+2p+3)\,K_+^{n-1}\chi=n(2j+n+2)K_+^{n-1}\chi .$$

The state $K_+^n\chi$ lies on B when $j=M-n$. Applying $K_+$ once more yields

$$E_n^2=\tau^2n(2M+2-n)=6t\tau n-\tau^2n^2,\qquad 0\le n\le M.$$

For the degeneracy, $K_-K_+=K_+K_-+2N+3$ is positive, so $K_+$ annihilates no state and its adjoint $K_-$ reaches every state of the layer below. The number of $\chi$ is the difference of layer sizes,

$$\tfrac12(j+1)(j+2)-\tfrac12j(j+1)=j+1=M-n+1 .$$

Summed over $n$, this accounts for all $(M+1)(M+2)/2$ B sites, so no level is missing. The $M+1$ zero modes lie on B.

The continuum formula gives

$$E_n^2=2n\left(\tfrac32ta\right)^2\frac{4\beta c}{a}=18nt^2\beta ca=6t\tau n,$$

which is the first term of the lattice result. The ratio of lattice to continuum energy is $\sqrt{1-n/(2M+2)}$. It tends to one for fixed $n$ as $M$ grows, that is, as the strain gradient becomes weak.

For $M=30$, direct diagonalization gives $E_1=2.267$ eV with degeneracy 30, and 31 zero modes. The continuum value is 2.286 eV; multiplying it by $\sqrt{1-1/62}=0.992$ recovers the lattice value. The whole spectrum was tested against the formula. In this small triangle the principal strain $2cr$ is $1/\beta=0.33$ at the midpoints of the sides and approaches twice that value towards the corners, so it is a check of the lattice model, not a proposal for a real sheet. The numerical output below lists the remaining values.

## Computed results

```
hopping t = 3.0 eV, bond length a = 0.14 nm, beta = 3.0
triaxial strength c = 0.0010 1/nm
hbar v = 0.630 eV nm
valley wave number |K| = 17.274 1/nm
valley +1, e_xx = 0.01: Dirac shift in x, full hopping +0.10891, formula +0.10714 1/nm
valley -1, e_xx = 0.01: Dirac shift in x, full hopping -0.10891, formula -0.10714 1/nm
curl of gauge field, formula = 0.08571 1/nm^2
pseudomagnetic field, formula = 56.42 T
valley +1: field at centre, full hopping +56.42 T
valley +1: field on 10 nm circle from +56.86 to +56.92 T
valley -1: field at centre, full hopping -56.42 T
valley -1: field on 10 nm circle from -56.92 to -56.86 T
largest principal strain at 10 nm = 0.020
magnetic length = 3.416 nm
disc: radius 18 nm, 39991 sites
energy resolution of density of states = 9.5 meV
Landau level 1: formula 0.2608, strained disc 0.2610, real field 0.2605 eV
Landau level 2: formula 0.3689, strained disc 0.3695, real field 0.3690 eV
Landau level 3: formula 0.4518, strained disc 0.4565, real field 0.4570 eV
zero-energy density, A over B, strain = 1.2e-06
zero-energy density, A over B, real field = 1.000
zero-energy density on B, strain over real field = 1.996
triangle: M = 30, c = 0.07680 1/nm, inradius = 2.17 nm
triangle: A sites 465, B sites 496
triangle: hopping unit tau = 0.29032 eV
triangle: zero modes = 31, first-level degeneracy = 30
triangle: first level, diagonalized = 2.26749 eV
triangle: first level, exact formula = 2.26749 eV
triangle: first level, continuum formula = 2.28600 eV
triangle: largest error of exact spectrum = 1.3e-14 eV
```
